# Effective g Value and Hyperfine Couplings of a Linear Antiferromagnetic Spin Trimer: test program

```python
# Result under test: for H = J (S1.S2 + S2.S3), J > 0, three spins 1/2,
# the ground doublet has P S_i P = c_i P S P with c = (2/3, -1/3, 2/3), so
#   g_eff = sum_i c_i g_i   and   A_eff_i = c_i A_i.
# S_i: site spins, S: total spin, P: projector on the doublet,
# g_i: site g values, A_i: site hyperfine constants, I_i: nuclear spins 1/2.
# Energies are divided by h and held in MHz; the field B is in tesla.
import itertools
import numpy as np
from scipy.constants import h, k, physical_constants

MU_B = physical_constants["Bohr magneton"][0] / h / 1e6   # MHz per tesla
PAULI_HALF = [np.array([[0, 1], [1, 0]], complex) / 2,
              np.array([[0, -1j], [1j, 0]], complex) / 2,
              np.array([[1, 0], [0, -1]], complex) / 2]


def spin_operators(count):
    """ops[site][axis] for a set of spins 1/2; basis index 0 is all up."""
    ops = []
    for site in range(count):
        left, right = np.eye(2**site), np.eye(2**(count - site - 1))
        ops.append([np.kron(np.kron(left, s), right) for s in PAULI_HALF])
    return ops


def dot(a, b):
    return sum(x @ y for x, y in zip(a, b))


E3 = spin_operators(3)
TOTAL = [sum(E3[i][a] for i in range(3)) for a in range(3)]
C_FORMULA = np.array([2 / 3, -1 / 3, 2 / 3])


def exchange(j12, j23, j13=0.0):
    return (j12 * dot(E3[0], E3[1]) + j23 * dot(E3[1], E3[2])
            + j13 * dot(E3[0], E3[2]))


def site_projections(vectors):
    """Site projections in a multiplet, and the worst operator mismatch."""
    def project(op):
        return vectors.conj().T @ op @ vectors
    sz = project(TOTAL[2])
    norm = np.trace(sz @ sz).real
    c = np.array([np.trace(project(E3[i][2]) @ sz).real / norm
                  for i in range(3)])
    mismatch = max(np.abs(project(E3[i][a]) - c[i] * project(TOTAL[a])).max()
                   for i in range(3) for a in range(3))
    return c, mismatch


# Exchange levels and projections, in units of J
levels, states = np.linalg.eigh(exchange(1, 1))
assert np.allclose(levels, [-1, -1, 0, 0, .5, .5, .5, .5], atol=1e-12)
ground = states[:, :2]
c_ground, bad = site_projections(ground)
assert bad < 1e-12 and np.allclose(c_ground, C_FORMULA, atol=1e-12)
c_excited, bad = site_projections(states[:, 2:4])
assert bad < 1e-12 and np.allclose(c_excited, [0, 1, 0], atol=1e-12)
c_quartet, bad = site_projections(states[:, 4:])
assert bad < 1e-12

# The explicit M = +1/2 state: (2 udu - uud - duu)/sqrt(6)
plus = np.zeros(8)
plus[[2, 1, 4]] = np.array([2, -1, -1]) / np.sqrt(6)
assert np.allclose(exchange(1, 1) @ plus, -plus)
assert np.allclose((TOTAL[0] + 1j * TOTAL[1]) @ plus, 0)
site_sz = np.array([(plus @ E3[i][2] @ plus).real for i in range(3)])
assert np.allclose(site_sz, C_FORMULA / 2)

# End-to-end coupling: same ground doublet below J13 = J, other one above
for j13 in (-0.5, 0.5, 0.95):
    v = np.linalg.eigh(exchange(1, 1, j13))[1][:, :2]
    assert np.allclose(site_projections(v)[0], C_FORMULA, atol=1e-10)
v = np.linalg.eigh(exchange(1, 1, 1.05))[1][:, :2]
assert np.allclose(site_projections(v)[0], [0, 1, 0], atol=1e-10)

# Unequal links change the projections, though their sum stays 1
v = np.linalg.eigh(exchange(1.1, 0.9))[1][:, :2]
c_unequal, bad = site_projections(v)
assert bad < 1e-12 and abs(c_unequal.sum() - 1) < 1e-12
assert np.abs(c_unequal - C_FORMULA).max() > 0.01

# Tensor form of the Zeeman projection, with arbitrary g tensors
rng = np.random.default_rng(1)
g_tensors = 2 * np.eye(3) + 0.2 * rng.normal(size=(3, 3, 3))
field = rng.normal(size=3)
zeeman = sum((field @ g_tensors[i])[a] * E3[i][a]
             for i in range(3) for a in range(3))
g_sum = np.einsum("i,iab->ab", C_FORMULA, g_tensors)
zeeman_eff = sum((field @ g_sum)[a] * TOTAL[a] for a in range(3))
assert np.allclose(ground.conj().T @ (zeeman - zeeman_eff) @ ground, 0,
                   atol=1e-12)

# Ideal broken-symmetry product state up-down-up
neel = np.zeros(8)
neel[2] = 1
neel_m = (neel @ TOTAL[2] @ neel).real
neel_ratio = np.array([(neel @ E3[i][2] @ neel).real for i in range(3)])
neel_ratio = neel_ratio / neel_m
neel_energy = (neel @ exchange(1, 1) @ neel).real
bs_factor = c_ground / neel_ratio
assert np.allclose(bs_factor, [2 / 3, 1 / 3, 2 / 3])

# Worked example: round model parameters
J = 3.0e6
G = np.array([2.10, 2.00, 2.10])
A = np.array([300.0, 240.0, 300.0])
B = 0.3
g_eff = C_FORMULA @ G
a_eff = C_FORMULA * A


def g_from_splitting(g_sites, b):
    ham = exchange(J, J) + sum(g_sites[i] * MU_B * b * E3[i][2]
                               for i in range(3))
    e = np.linalg.eigvalsh(ham)
    return (e[1] - e[0]) / (MU_B * b)


g_full = g_from_splitting(G, B)
assert abs(g_full - g_eff) < 1e-7
g_uneven = np.array([2.20, 2.00, 2.05])
assert abs(g_from_splitting(g_uneven, B) - C_FORMULA @ g_uneven) < 1e-6
# The correction to g grows as the square of the field
g_ratio = ((g_from_splitting(G, 20.0) - g_eff)
           / (g_from_splitting(G, 10.0) - g_eff))
assert abs(g_ratio - 4) < 0.05

S6 = spin_operators(6)   # three electron spins, then three nuclear spins
S4 = spin_operators(4)   # one effective spin, then three nuclear spins
FULL_EXCHANGE = dot(S6[0], S6[1]) + dot(S6[1], S6[2])


def full_hamiltonian(j, b):
    return j * FULL_EXCHANGE + sum(G[i] * MU_B * b * S6[i][2]
                                   + A[i] * dot(S6[i], S6[i + 3])
                                   for i in range(3))


def level_error(j, b, couplings):
    """Largest error of the 16 effective levels, common shift removed."""
    full = np.linalg.eigvalsh(full_hamiltonian(j, b))[:16]
    ham = g_eff * MU_B * b * S4[0][2] + sum(
        couplings[i] * dot(S4[0], S4[i + 1]) for i in range(3))
    eff = np.linalg.eigvalsh(ham)
    return np.abs((full - full.mean()) - (eff - eff.mean())).max()


err_field = level_error(J, B, a_eff)
err_zero = level_error(J, 0.0, a_eff)
err_wrong = level_error(J, 0.0, np.abs(a_eff))
assert err_field < 0.1 and err_zero < 0.1
assert err_wrong > 10          # zero-field levels reveal the central sign
ratio_field = err_field / level_error(2 * J, B, a_eff)
ratio_zero = err_zero / level_error(2 * J, 0.0, a_eff)
assert abs(ratio_field - 2) < 0.05 and abs(ratio_zero - 2) < 0.05

# EPR lines: first-order rule against the full 64-state calculation
centre = g_eff * MU_B * B
first_order = np.sort([centre + a_eff @ np.array(m)
                       for m in itertools.product((0.5, -0.5), repeat=3)])
energy, vec = np.linalg.eigh(full_hamiltonian(J, B))
moment = sum(G[i] * S6[i][0] for i in range(3))
strength = np.abs(vec[:, 8:16].conj().T @ moment @ vec[:, :8])**2
partner = strength.argmax(axis=0)
assert sorted(partner) == list(range(8))
assert (strength.max(axis=0) / strength.sum(axis=0)).min() > 0.9
full_lines = np.sort(energy[8 + partner] - energy[:8])
line_error = np.abs(full_lines - first_order).max()
assert line_error < 10         # second order in A_eff over the EPR frequency


def row(values, digits=4):
    return "  ".join(f"{x + 0.0:.{digits}f}" for x in np.round(values, digits))


print("Exchange levels / J:", row(levels, 3))
print("<S_iz> in the M=+1/2 ground state:", row(site_sz))
print("Projections, ground doublet:", row(c_ground))
print("Projections, excited doublet:", row(c_excited))
print("Projections, quartet:", row(c_quartet))
print("Projections for J12=1.1 J, J23=0.9 J:", row(c_unequal))
print("Up-down-up state, <S_iz>/M:", row(neel_ratio, 1))
print(f"Up-down-up state, energy / J: {neel_energy:.2f}")
print("Factors for broken-symmetry couplings:", row(bs_factor))
print(f"Input J/h: {J / 1e3:.0f} GHz")
print(f"J/k_B: {J * 1e6 * h / k:.1f} K")
print("Input g1, g2, g3:", row(G, 2))
print("Input A1/h, A2/h, A3/h:", row(A, 0), "MHz")
print(f"Input B: {B:.1f} T")
print(f"mu_B/h: {MU_B:.3f} MHz/T")
print(f"g_eff, formula: {g_eff:.6f}")
print(f"g_eff, full exchange + Zeeman: {g_full:.6f}")
print(f"g correction ratio, 20 T to 10 T: {g_ratio:.3f}")
print("A_eff/h, sites 1, 2, 3:", row(a_eff, 1), "MHz")
print(f"Largest level error at 0.3 T: {err_field:.4f} MHz")
print(f"Largest level error at 0 T: {err_zero:.4f} MHz")
print(f"Same at 0 T with wrong central sign: {err_wrong:.1f} MHz")
print(f"Error ratio J to 2J, 0.3 T: {ratio_field:.3f}")
print(f"Error ratio J to 2J, 0 T: {ratio_zero:.3f}")
print(f"EPR centre frequency: {centre:.1f} MHz")
print("EPR lines, first order (MHz) | full 64 states (MHz)")
for approx, exact in zip(first_order, full_lines):
    print(f"  {approx:.1f} | {exact:.1f}")
print(f"Largest line difference: {line_error:.2f} MHz")
print(f"Scale A_eff1^2/(h nu): {a_eff[0]**2 / centre:.2f} MHz")
print("verified")
```

Running it gives:

```
Exchange levels / J: -1.000  -1.000  0.000  0.000  0.500  0.500  0.500  0.500
<S_iz> in the M=+1/2 ground state: 0.3333  -0.1667  0.3333
Projections, ground doublet: 0.6667  -0.3333  0.6667
Projections, excited doublet: 0.0000  1.0000  0.0000
Projections, quartet: 0.3333  0.3333  0.3333
Projections for J12=1.1 J, J23=0.9 J: 0.5632  -0.3236  0.7603
Up-down-up state, <S_iz>/M: 1.0  -1.0  1.0
Up-down-up state, energy / J: -0.50
Factors for broken-symmetry couplings: 0.6667  0.3333  0.6667
Input J/h: 3000 GHz
J/k_B: 144.0 K
Input g1, g2, g3: 2.10  2.00  2.10
Input A1/h, A2/h, A3/h: 300  240  300 MHz
Input B: 0.3 T
mu_B/h: 13996.245 MHz/T
g_eff, formula: 2.133333
g_eff, full exchange + Zeeman: 2.133333
g correction ratio, 20 T to 10 T: 4.000
A_eff/h, sites 1, 2, 3: 200.0  -80.0  200.0 MHz
Largest level error at 0.3 T: 0.0150 MHz
Largest level error at 0 T: 0.0075 MHz
Same at 0 T with wrong central sign: 40.0 MHz
Error ratio J to 2J, 0.3 T: 1.999
Error ratio J to 2J, 0 T: 2.000
EPR centre frequency: 8957.6 MHz
EPR lines, first order (MHz) | full 64 states (MHz)
  8717.6 | 8720.0
  8797.6 | 8800.0
  8917.6 | 8917.8
  8917.6 | 8922.3
  8997.6 | 8997.8
  8997.6 | 9002.2
  9117.6 | 9120.0
  9197.6 | 9200.0
Largest line difference: 4.66 MHz
Scale A_eff1^2/(h nu): 4.47 MHz
verified
```
